# Breit Potential from Photon Exchange and the Choice of Off-Shell Frequency

**Q.** You want to turn the scattering amplitude of two electrons into a potential. What is the amplitude, and where do its signs come from?

**A.** I use atomic units, $\hbar=m=e=1$, so $c\approx137$. Electron 1 goes from $\mathbf p_1$ to $\mathbf p_1'=\mathbf p_1+\mathbf q$, and electron 2 from $\mathbf p_2$ to $\mathbf p_2'=\mathbf p_2-\mathbf q$. I treat the direct diagram; the exchange diagram follows when the states are antisymmetrised. With Dirac spinors normalised to $u^\dagger u=1$, define

$$\rho_1=u^\dagger(\mathbf p_1')u(\mathbf p_1),\qquad \boldsymbol\alpha_1=u^\dagger(\mathbf p_1')\boldsymbol\alpha\,u(\mathbf p_1),$$

and likewise for electron 2. The current is $c\boldsymbol\alpha$. In Feynman gauge, the scalar and vector potentials made by electron 2 obey wave equations with the same operator. At photon frequency $\omega$ these read

$$\Big(q^2-\frac{\omega^2}{c^2}\Big)\phi=4\pi\rho_2,\qquad \Big(q^2-\frac{\omega^2}{c^2}\Big)\mathbf A=4\pi\boldsymbol\alpha_2 .$$

The two charge signs multiply to $+1$. The interaction energy of electron 1 is $\rho_1\phi-\boldsymbol\alpha_1\cdot\mathbf A$, so

$$V_F=4\pi\,\frac{\rho_1\rho_2-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{q^2-\omega^2/c^2}.$$

In Coulomb gauge $\phi$ is instantaneous and $\mathbf A$ is driven by the transverse current:

$$V_C=4\pi\left[\frac{\rho_1\rho_2}{q^2}-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2-(\mathbf q\cdot\boldsymbol\alpha_1)(\mathbf q\cdot\boldsymbol\alpha_2)/q^2}{q^2-\omega^2/c^2}\right].$$

**Q.** These are different functions. Why should I believe either one?

**A.** Current conservation relates them. The free Dirac Hamiltonian is $h(\mathbf p)=c\boldsymbol\alpha\cdot\mathbf p+\beta c^2$. Take $h(\mathbf p_1')-h(\mathbf p_1)=c\boldsymbol\alpha\cdot\mathbf q$ between the two spinors of electron 1. Each $h$ gives the energy of the spinor beside it, so

$$c\,\mathbf q\cdot\boldsymbol\alpha_1=\omega_1\rho_1,\qquad \omega_1=E_1'-E_1.$$

For electron 2 the momentum change is $-\mathbf q$, which gives

$$c\,\mathbf q\cdot\boldsymbol\alpha_2=\omega_2\rho_2,\qquad \omega_2=E_2-E_2'.$$

Write $D=q^2-\omega^2/c^2$ and subtract the amplitudes:

$$V_F-V_C=4\pi\left[\rho_1\rho_2\Big(\frac1D-\frac1{q^2}\Big)-\frac{(\mathbf q\cdot\boldsymbol\alpha_1)(\mathbf q\cdot\boldsymbol\alpha_2)}{q^2D}\right].$$

Since $1/D-1/q^2=\omega^2/(c^2q^2D)$, this becomes

$$V_F-V_C=\frac{4\pi\rho_1\rho_2\,(\omega^2-\omega_1\omega_2)}{c^2q^2D}. \tag{1}$$

On shell, total energy is conserved and $\omega_1=\omega_2=\omega$. The difference is then zero, without any expansion in $1/c$.

**Q.** Now take slow electrons. What do the vertices become?

**A.** For $p\ll c$ the spinor with Pauli spinor $\chi$ is

$$u\simeq\begin{pmatrix}(1-p^2/8c^2)\chi\\ (\boldsymbol\sigma\cdot\mathbf p/2c)\chi\end{pmatrix}.$$

The lower part contributes $p^2/4c^2$ to the norm, and the factor in the upper part removes it. Leaving out the $\chi$'s, the charge vertex is

$$\rho_1=1-\frac{p_1^2+p_1'^2}{8c^2}+\frac{(\boldsymbol\sigma_1\cdot\mathbf p_1')(\boldsymbol\sigma_1\cdot\mathbf p_1)}{4c^2}.$$

The last product is $\mathbf p_1'\cdot\mathbf p_1+i\boldsymbol\sigma_1\cdot(\mathbf p_1'\times\mathbf p_1)$. Here $\mathbf p_1'\times\mathbf p_1=\mathbf q\times\mathbf p_1$, and $2\mathbf p_1'\cdot\mathbf p_1-p_1^2-p_1'^2=-q^2$. Therefore

$$\rho_1=1-\frac{q^2}{8c^2}+\frac{i\boldsymbol\sigma_1\cdot(\mathbf q\times\mathbf p_1)}{4c^2}.$$

The matrix $\boldsymbol\alpha$ joins upper to lower parts:

$$\boldsymbol\alpha_1=\frac{\boldsymbol\sigma_1(\boldsymbol\sigma_1\cdot\mathbf p_1)+(\boldsymbol\sigma_1\cdot\mathbf p_1')\boldsymbol\sigma_1}{2c}.$$

The first product is $\mathbf p_1+i\mathbf p_1\times\boldsymbol\sigma_1$ and the second is $\mathbf p_1'-i\mathbf p_1'\times\boldsymbol\sigma_1$. Their sum gives

$$\boldsymbol\alpha_1=\frac{2\mathbf p_1+\mathbf q+i\boldsymbol\sigma_1\times\mathbf q}{2c}.$$

For electron 2, change the label and the sign of $\mathbf q$.

**Q.** And the potential?

**A.** I use $V_C$. The current term already carries $1/c^2$, so its denominator may be replaced by $q^2$. The transverse projection, marked $\perp$, removes the bare $\mathbf q$ from the vertices:

$$c\boldsymbol\alpha_{1\perp}=\mathbf p_{1\perp}+\tfrac i2\boldsymbol\sigma_1\times\mathbf q,\qquad c\boldsymbol\alpha_{2\perp}=\mathbf p_{2\perp}-\tfrac i2\boldsymbol\sigma_2\times\mathbf q.$$

Cyclic permutation of the triple products gives

$$\begin{aligned}c^2\boldsymbol\alpha_{1\perp}\cdot\boldsymbol\alpha_{2\perp}={}&\mathbf p_{1\perp}\cdot\mathbf p_{2\perp}+\tfrac i2\boldsymbol\sigma_1\cdot(\mathbf q\times\mathbf p_2)-\tfrac i2\boldsymbol\sigma_2\cdot(\mathbf q\times\mathbf p_1)\\&+\tfrac14\big[q^2\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2-(\boldsymbol\sigma_1\cdot\mathbf q)(\boldsymbol\sigma_2\cdot\mathbf q)\big].\end{aligned}$$

Dividing this by $c^2$, subtracting it from $\rho_1\rho_2$ and multiplying by $4\pi/q^2$ yields the Breit potential, here including its Coulomb part:

$$\begin{aligned}V_B=\frac{4\pi}{q^2}\Big\{&1-\frac{q^2}{4c^2}-\frac1{c^2}\Big[\mathbf p_1\cdot\mathbf p_2-\frac{(\mathbf p_1\cdot\mathbf q)(\mathbf p_2\cdot\mathbf q)}{q^2}\Big]\\&+\frac{i}{4c^2}\big[\boldsymbol\sigma_1\cdot(\mathbf q\times\mathbf p_1)-\boldsymbol\sigma_2\cdot(\mathbf q\times\mathbf p_2)\big]\\&-\frac{i}{2c^2}\big[\boldsymbol\sigma_1\cdot(\mathbf q\times\mathbf p_2)-\boldsymbol\sigma_2\cdot(\mathbf q\times\mathbf p_1)\big]\\&-\frac1{4c^2}\big[q^2\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2-(\boldsymbol\sigma_1\cdot\mathbf q)(\boldsymbol\sigma_2\cdot\mathbf q)\big]\Big\}.\end{aligned}$$

The first line holds the Coulomb, Darwin and orbit-orbit terms. Then come the spin-orbit terms, from an electron's own motion and from the other's, and last the spin-spin term.

**Q.** How large are these terms in a real collision?

**A.** Take the centre-of-mass frame, $\mathbf p_1=-\mathbf p_2=\mathbf p$, with $p^2/2=100$ eV for each electron, a right-angle deflection and a spin singlet. Then $p=5.123$ Å$^{-1}$ and $q=\sqrt2\,p=7.245$ Å$^{-1}$. The Coulomb term $4\pi/q^2$ is $3.447106$ eV Å$^3$.

- The Darwin term is $-\pi/c^2=-6.746\times10^{-4}$ eV Å$^3$.
- Elastic scattering gives $\mathbf p\cdot\mathbf q=-q^2/2$. The orbit-orbit bracket is $-p^2+q^2/4=-q^2/4$, so its term is $+\pi/c^2$ and cancels the Darwin term at this angle.
- The spin-orbit terms combine into the total spin, which gives zero on a singlet.
- In the singlet $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2=-3$ and $(\boldsymbol\sigma_1\cdot\mathbf q)(\boldsymbol\sigma_2\cdot\mathbf q)=-q^2$. The spin-spin term is $+2\pi/c^2=1.349\times10^{-3}$ eV Å$^3$.

The sum is $3.4484549$ eV Å$^3$. The direct amplitude with unexpanded spinors is $3.4484544$ eV Å$^3$, so the reduction errs by about $1.5\times10^{-7}$ of the amplitude.

**Q.** You derived this from an on-shell amplitude, but a Schrödinger equation uses the potential between states of different energy. What is $\omega$ there?

**A.** One-photon scattering does not fix it, because $\omega_1\ne\omega_2$ off shell. Let

$$\Delta=\omega_1-\omega_2=E_1'+E_2'-E_1-E_2$$

be the change of total energy. I restrict the choice to quadratic forms in $\omega_1,\omega_2$ that treat the electrons alike and have the right on-shell value. Such a form is $a\omega_1^2+b\omega_1\omega_2+a\omega_2^2$ with $2a+b=1$. Calling $a=\kappa$,

$$\omega^2=\omega_1\omega_2+\kappa\Delta^2.$$

The product of the frequencies has $\kappa=0$, the square of their mean has $\kappa=1/4$, and the mean of their squares has $\kappa=1/2$. Put this into (1), with $\rho_1\rho_2\to1$ and $D\to q^2$ at leading order:

$$V_\kappa=V_B+\delta V,\qquad \delta V=\frac{4\pi\kappa\Delta^2}{c^2q^4}. \tag{2}$$

Replacing $D$ by $q^2$ is safe for slow free electrons even at small $q$. There $\omega_1=\mathbf q\cdot(\mathbf p_1+\mathbf q/2)$, so $|\omega_1|/cq$ is at most $|\mathbf p_1+\mathbf q/2|/c$; the same argument holds for $\omega_2$.

**Q.** Why not drop the frequency altogether and set $\omega=0$ in Feynman gauge?

**A.** In the centre-of-mass frame that is allowed. There $\omega_1=-\omega_2$, and $\kappa=1/4$ gives $\omega^2=0$. In a moving frame the on-shell frequency is generally not zero. By (1), setting $\omega=0$ then leaves an on-shell error of $-4\pi\omega_1^2/(c^2q^4)$ at leading order, which is as large in $1/c$ as the Breit terms themselves.

**Q.** Within your family, $\delta V$ vanishes whenever energy is conserved. Surely it is harmless.

**A.** It is harmless in first Born order for any actual deflection, $\mathbf q\ne0$. The next order of $T=V+VG_0V+\dots$ passes through intermediate states that do not conserve energy. For example, let the final relative momentum above be perpendicular to $\mathbf p$ but of length $1.2p$. The relative kinetic energy is $p^2=200$ eV at the start, so $\Delta=0.44\times200=88$ eV. With $q^2=2.44p^2$ and $\kappa=1/2$, (2) gives $2(\pi/c^2)(0.44/2.44)^2=4.39\times10^{-5}$ eV Å$^3$.

**Q.** That is small. Once it is integrated over all intermediate states, what does it leave?

**A.** First the singularity $1/q^4$ needs care. Give the photon a small mass, so that $q^2$ becomes $q^2+\eta^2$, and let $\eta\to0$ at the end. The Coulomb potential becomes $V=e^{-\eta r}/r$, with transform $4\pi/(q^2+\eta^2)$. Differentiating this pair with respect to $\eta$ and dividing by $-2\eta$ gives

$$W=\frac{e^{-\eta r}}{2\eta}\quad\longleftrightarrow\quad\frac{4\pi}{(q^2+\eta^2)^2}.$$

At small $\eta$, $W$ is a constant plus $-r/2$. Let $H_0$ be the kinetic energy of both electrons. Each commutator with $H_0$ supplies one factor $\Delta$, so

$$\delta V=\frac{\kappa}{c^2}[H_0,[H_0,W]].$$

Let the initial and final states have the same energy $E$. On the initial state the double commutator acts as $(H_0-E)^2W$. On the final state, acting to the left, it is $W(H_0-E)^2$. With $G_0=1/(E-H_0)$, one factor cancels the pole:

$$\begin{aligned}VG_0\,\delta V+\delta V\,G_0V&=-\frac{\kappa}{c^2}\big[V(H_0-E)W+W(H_0-E)V\big]\\&=-\frac{\kappa}{c^2}\big(V[H_0,W]+[W,H_0]V\big)\\&=-\frac{\kappa}{c^2}[V,[H_0,W]].\end{aligned}$$

The second line uses $(H_0-E)|i\rangle=0$ on the right and $\langle f|(H_0-E)=0$ on the left. An intermediate sum has become a local operator.

**Q.** Local in what sense? $H_0$ contains derivatives.

**A.** They disappear in the outer commutator. For two electrons the relative part of $H_0$ is $-\nabla^2$, and the centre-of-mass part commutes with $W$. Hence

$$[H_0,W]=-(\nabla^2W)-2\nabla W\cdot\nabla,\qquad [V,[H_0,W]]=2\nabla V\cdot\nabla W,$$

because $[V,\nabla]=-\nabla V$. Both gradients point inward: $W'=-\tfrac12e^{-\eta r}$ and $V'=-e^{-\eta r}(1+\eta r)/r^2$. So

$$VG_0\,\delta V+\delta V\,G_0V=-\frac{\kappa}{c^2}\,\frac{e^{-2\eta r}(1+\eta r)}{r^2}\;\xrightarrow{\eta\to0}\;-\frac{\kappa}{c^2r^2}. \tag{3}$$

This is of order $e^4/c^2$. Its transform follows from

$$\int\frac{e^{-i\mathbf q\cdot\mathbf r}}{r^2}\,d^3r=\frac{4\pi}{q}\int_0^\infty\frac{\sin qr}{r}\,dr=\frac{2\pi^2}{q}.$$

**Q.** Put a number on it for the same collision.

**A.** The atomic unit of energy is 27.2114 eV, so $p^2=200/27.2114=7.350$, $q^2=14.70$ and $q=3.834$ in atomic units. For $\kappa=1/2$ the limiting amplitude is

$$-\frac{\pi^2}{c^2q}=-\frac{\pi}{c^2}\,\frac{\pi}{q}=-6.746\times10^{-4}\times0.819=-5.53\times10^{-4}\ \text{eV Å}^3.$$

The integral over intermediate momenta can also be done directly, by Gauss-Legendre quadrature in length and polar angle and a uniform sum in azimuth. It gives $-3.64\times10^{-4}$ eV Å$^3$ at $\eta=0.5q$ and $-5.17\times10^{-4}$ eV Å$^3$ at $\eta=0.1q$, moving towards the limit. The limiting value is 41% of the net first-order Breit correction, $1.349\times10^{-3}$ eV Å$^3$, in size.

**Q.** Then the physics depends on $\kappa$, and your derivation has failed.

**A.** It would depend on $\kappa$ if (2) were the whole potential. The iteration (3) calls for a further potential $+\kappa/(c^2r^2)$. To see that this suffices beyond second Born order, define

$$X=\frac{\kappa}{c^2}[H_0,W].$$

The commutator of two Hermitian operators is anti-Hermitian, so $e^X$ preserves the norm to first order in $X$, which is the order $1/c^2$ kept here. It is not exactly unitary. For $\eta\to0$, $X$ acts on $u=r\psi$ of an s wave as $(\kappa/c^2)\,d/dr$, a shift through $r=0$ that loses norm at order $(\kappa/c^2)^3$. Let $H_B$ be the Breit Hamiltonian: $H_0$, its relativistic kinetic correction, and $V_B$. To order $1/c^2$ only $H_0+V$ contributes to the commutator with $X$:

$$e^{-X}H_Be^X=H_B+[H_0,X]+[V,X]=H_B+\delta V+\frac{\kappa}{c^2r^2},$$

where $\eta\to0$ has been taken in the last term. The transformed Hamiltonian has the same bound energies to this order. At finite $\eta$ the operator $X$ dies out at large $r$, so the scattering is also the same; the limit is taken afterwards.

Thus $\kappa$ moves a contribution between the one-photon potential, its iteration and an $e^4$ potential. I have taken $H_B$ as the reference. The argument fixes what must accompany each $\kappa$ to reproduce it, but does not calculate the two-photon diagrams that would supply that term in Feynman gauge.

**Q.** Do bound electrons obey the same rule? Their orbitals are not plane waves.

**A.** They do if the external potential $U$ is local and the electrons stay within distances much smaller than $c/\omega$, so that $D$ may again be replaced by $q^2$. The commutator of the one-electron Dirac Hamiltonian with $e^{i\mathbf q\cdot\mathbf r}$ is still $c\,\boldsymbol\alpha\cdot\mathbf q\,e^{i\mathbf q\cdot\mathbf r}$, since $U$ commutes with the exponential. The frequencies become differences of orbital energies, and $H_0$ includes $U$. As $U$ also commutes with $W$, $[H_0,W]$ is unchanged. A nonlocal $U$, such as an exchange potential, would break this step.

Suppose $(H_0+V)\psi=E\psi$. The expectation value of any commutator with $H_0+V$ is zero, so replacing the outer $H_0$ by $-V$ gives

$$\langle\delta V\rangle=-\frac{\kappa}{c^2}\langle[V,[H_0,W]]\rangle=-\frac{\kappa}{c^2}\Big\langle\frac1{r^2}\Big\rangle. \tag{4}$$

For an eigenstate of $H_0$ alone, such as a product of the orbitals of $H_0$, the outer commutator has zero mean and $\langle\delta V\rangle=0$. The false shift enters once the repulsion $V$ deforms the state away from an eigenstate of $H_0$.

**Q.** Show me a correlated state in which this matters.

**A.** Put the electrons in a harmonic trap of frequency $1/2$ in atomic units, a quantum of 13.61 eV, and treat the states nonrelativistically. The relative Hamiltonian is $-\nabla^2+r^2/16+1/r$. Try $u=r\psi=f e^{-r^2/8}$ with $f=r+r^2/2$. Without the exponential, the Hamiltonian acting on $u$ gives

$$-f''+\frac r2f'+\frac f4+\frac fr=\frac{5r}4+\frac{5r^2}8=\frac54f.$$

The function has no node, so this is the ground state, a spin singlet. The centre of mass adds $3/4$, for a total of 2 atomic units or 54.42 eV.

With $\int_0^\infty r^ne^{-r^2/4}dr=2^n\Gamma(\tfrac{n+1}2)$,

$$\Big\langle\frac1{r^2}\Big\rangle=\frac{\int_0^\infty(1+r/2)^2e^{-r^2/4}dr}{\int_0^\infty r^2(1+r/2)^2e^{-r^2/4}dr}=\frac{2+\frac32\sqrt\pi}{8+5\sqrt\pi}=\frac{4.659}{16.86}=0.2763,$$

or 0.987 Å$^{-2}$. The Darwin-to-Coulomb ratio in the collision was $q^2/4c^2=1.957\times10^{-4}$, so $1/c^2=5.325\times10^{-5}$. For $\kappa=1/2$, (4) gives

$$-\tfrac12\times0.2763\times5.325\times10^{-5}\times27.2114\ \text{eV}=-2.00\times10^{-4}\ \text{eV},$$

and half as much for $\kappa=1/4$.

**Q.** Is that large compared with a genuine Breit energy?

**A.** Compare it with the singlet contact energy. The Darwin and spin-spin terms add to $-\pi/c^2+2\pi/c^2=\pi/c^2$, independent of $q$, which is the potential $(\pi/c^2)\delta(\mathbf r)$. Since $|\psi(0)|^2=1/(4\pi\times16.86)$, its mean is $1/(4\times16.86\,c^2)$, or $2.15\times10^{-5}$ eV. The uncompensated shift for $\kappa=1/2$ is about nine times larger, with the opposite sign. The contact energy is not the whole Breit energy of this state. The orbit-orbit term has mean $-0.0263/c^2$, or $-3.81\times10^{-5}$ eV, and the shift is about five times that. These are the two-electron terms. The one-electron kinetic correction in $H_B$, $-(p_1^4+p_2^4)/8c^2$, has mean $-0.192/c^2$, or about $-2.8\times10^{-4}$ eV, which is somewhat larger than the shift. Adding $+\kappa/(c^2r^2)$ to the potential removes the shift.
